# The Döring mass of a domain wall, derived in two ways

## What symmetry and dimensions fix

A domain wall separates magnetization pointing up from magnetization pointing down. Let it lie across a track along $x$, with its centre at $q$ and the easy axis along $z$. Inside a Bloch wall at rest, the magnetization points along $y$, in the plane of the wall. When the wall moves, the magnetization at its centre tilts out of that plane by an angle $\phi$.

Reverse time, which turns $\mathbf m$ into $-\mathbf m$, and then rotate all spins by $\pi$ about $x$. The net effect is $(m_x,m_y,m_z)\to(-m_x,m_y,m_z)$. The domains are unchanged, $\phi$ becomes $-\phi$, and the velocity $v$ changes sign. Exchange energy is unchanged, and so are quadratic anisotropies whose principal axes lie along $x$, $y$ and $z$. For free motion without damping, the wall energy is therefore even in $\phi$ and $v$ is odd. To lowest order the energy excess is proportional to $\phi^2$, hence to $v^2$, and its coefficient defines a mass.

Three quantities set this mass per unit wall area: the spin angular momentum density $S=M_s/\gamma$ (kg m$^{-1}$ s$^{-1}$), the anisotropy $K_p$ that opposes the tilt (kg m$^{-1}$ s$^{-2}$), and the wall width parameter $\Delta_0$ (m). In $S^aK_p^b\Delta_0^c$, the kilogram requires $a+b=1$, the second requires $a+2b=0$, and the metre requires $-a-b+c=-2$. Hence $a=2$, $b=-1$, $c=-1$, and

$$m_D=C\,\frac{S^2}{K_p\Delta_0}.$$

The number $C$ could still depend on $\kappa=K_p/K$, where $K$ is the easy-axis anisotropy. Both derivations give $C=1$ for every $\kappa>0$.

## Energy and equation of motion

Let $\theta$ be the angle from $z$, and measure $\phi$ from $y$ towards $-x$:

$$\mathbf m=(-\sin\theta\sin\phi,\ \sin\theta\cos\phi,\ \cos\theta).$$

The domain on the left points up ($\theta=0$), the one on the right down ($\theta=\pi$). The energy density is

$$A(\theta'^2+\sin^2\theta\,\phi'^2)+K\sin^2\theta+K_p\sin^2\theta\sin^2\phi ,$$

where a prime means $\partial/\partial x$, $A$ is the exchange stiffness, and $K$ includes the local part of the out-of-plane stray field.

With $\gamma>0$ and damping $\alpha$, the Landau-Lifshitz-Gilbert equation is $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}$. Write $E_\theta,E_\phi$ for the functional derivatives of the energy. The effective field is

$$\mathbf B=-\frac1{M_s}\left(E_\theta\,\mathbf e_\theta+\frac{E_\phi}{\sin\theta}\,\mathbf e_\phi\right).$$

Since $\mathbf m\times\mathbf e_\theta=\mathbf e_\phi$, $\mathbf m\times\mathbf e_\phi=-\mathbf e_\theta$ and $\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\phi\,\mathbf e_\phi$, the two components are

$$\sin\theta\,\dot\theta=-\frac{E_\phi}{S}-\alpha\sin^2\theta\,\dot\phi,\qquad(1)$$
$$\sin\theta\,\dot\phi=\frac{E_\theta}{S}+\alpha\dot\theta.\qquad(2)$$

Equation (1) has been multiplied by $\sin\theta$.

## First derivation: momentum divided by velocity

**Energy of a tilted wall.** Assume a uniform $\phi(t)$ and the profile $\theta=2\arctan e^{(x-q)/\Delta}$, for which $\theta'=\sin\theta/\Delta$. Changing the integration variable from $x$ to $\theta$ gives

$$\int\theta'^2dx=\frac1\Delta\int_0^\pi\sin\theta\,d\theta=\frac2\Delta,\qquad \int\sin^2\theta\,dx=\Delta\int_0^\pi\sin\theta\,d\theta=2\Delta .$$

The energy per area is therefore

$$\sigma(\phi,\Delta)=\frac{2A}{\Delta}+2\Delta(K+K_p\sin^2\phi).$$

Setting $\partial\sigma/\partial\Delta=0$ gives $\Delta(\phi)=\sqrt{A/(K+K_p\sin^2\phi)}$ and

$$\sigma(\phi)=4\sqrt{A(K+K_p\sin^2\phi)}=\sigma_0\sqrt{1+\kappa\sin^2\phi},\qquad \sigma_0=4\sqrt{AK}.$$

Now insert $\sin^2\phi=\phi^2-\phi^4/3+\dots$ into $\sqrt{1+u}=1+u/2-u^2/8+\dots$:

$$\frac{\sigma}{\sigma_0}=1+\frac{\kappa}{2}\phi^2-\left(\frac\kappa6+\frac{\kappa^2}8\right)\phi^4+\dots$$

With $\Delta_0=\sqrt{A/K}$, the quadratic coefficient is $\sigma_0\kappa/2=2K_p\sqrt{A/K}=2\Delta_0K_p$, so

$$\sigma=\sigma_0+2\Delta_0K_p\,\phi^2+O(\phi^4).\qquad(3)$$

The same coefficient follows with $\Delta$ held at $\Delta_0$: the width changes by an amount of order $\phi^2$, and at the minimum this costs energy only of order $\phi^4$.

**Equation for the position.** Integrate (1) over $x$. Motion of the centre contributes $\dot\theta=-\dot q\,\theta'$. A changing width adds a term proportional to $(x-q)\sin\theta$, which is odd about the centre and drops out after multiplication by the even function $\sin\theta$. The left side is $-\dot q\int\sin\theta\,\theta'dx=-2\dot q$. On the right, $\int E_\phi dx=\partial\sigma/\partial\phi$. Hence

$$\dot q=\frac1{2S}\frac{\partial\sigma}{\partial\phi}+\alpha\Delta\dot\phi.\qquad(4)$$

**Equation for the tilt.** Multiply (2) by $\theta'$ and integrate. The left side is $2\dot\phi$. Because $\partial\theta/\partial q=-\theta'$, the integral $\int E_\theta\theta'dx$ is minus the derivative of the total energy with respect to $q$, which is the force per area $F$. The damping term gives $-\alpha\dot q\int\theta'^2dx=-2\alpha\dot q/\Delta$. Thus

$$2S\dot\phi=F-\frac{2\alpha S}{\Delta}\dot q.\qquad(5)$$

For a field $B$ along $+z$, moving the wall by $dq$ turns a slice from down to up and lowers the energy by $2M_sB\,dq$, so $F=2M_sB$.

**The mass.** Without damping, define $p=2S\phi$. Equations (4) and (5) become

$$\dot q=\frac{\partial\sigma}{\partial p},\qquad \dot p=F .$$

These are Hamilton's equations, so $p$ is the momentum per area. An additive constant remains free and is fixed by $p=0$ at rest. From (3), $\partial\sigma/\partial\phi=4\Delta_0K_p\phi$, hence

$$v=\frac{2\Delta_0K_p}{S}\phi,\qquad m_D=\frac pv=\frac{2S\phi}{2\Delta_0K_p\phi/S}=\frac{S^2}{\Delta_0K_p}=\frac{M_s^2}{\gamma^2\Delta_0K_p}.\qquad(6)$$

A harder transverse axis makes the wall lighter, because a smaller tilt then suffices for a given speed. As $K_p\to0$ the mass diverges. In that limit an undamped wall does not translate under a force: (5) makes $\phi$ precess, while (4) gives $\dot q=0$.

**Damping.** To first order in $\phi$, with $\omega_p=2K_p/S$, equation (4) reads $\dot q=\Delta_0\omega_p\phi+\alpha\Delta_0\dot\phi$. The last term means that $p=m_Dv$ fails for an accelerating damped wall. Differentiate once and substitute $\dot\phi=F/(2S)-\alpha\dot q/\Delta_0$ from (5):

$$\ddot q=\frac{\Delta_0\omega_p}{2S}F-\alpha\omega_p\dot q+\frac{\alpha\Delta_0}{2S}\dot F-\alpha^2\ddot q .$$

Multiplication by $2S/(\Delta_0\omega_p)=S^2/(\Delta_0K_p)=m_D$ gives

$$m_D(1+\alpha^2)\ddot q+\frac{2\alpha S}{\Delta_0}\dot q=F+\frac{\alpha}{\omega_p}\dot F.\qquad(7)$$

The relaxation time is the ratio of the first two coefficients, $\tau=(1+\alpha^2)/(\alpha\omega_p)$.

With $F=0$, equation (5) gives $\dot q=-(\Delta_0/\alpha)\dot\phi$. A wall released with tilt $\phi$ therefore coasts a distance $\Delta_0\phi/\alpha$. For a complete pulse that keeps the tilt small on a uniform track, $\phi$ starts and ends at zero, and integrating (5) gives a displacement $(\Delta_0/2\alpha S)\int F\,dt$, which does not contain $K_p$. The distance lost while the wall gathers speed is regained when it coasts.

## Second derivation: energy as a function of velocity

This route uses neither a momentum nor an assumed profile. Set $\alpha=0$ and $F=0$, and look for solutions of (1) and (2) that move rigidly, $\theta(x-vt)$, with constant uniform $\phi$.

Since $\dot\phi=0$, equation (2) requires $E_\theta=0$:

$$-2A\theta''+2(K+K_p\sin^2\phi)\sin\theta\cos\theta=0 .$$

Multiply by $\theta'$ and integrate. The constant vanishes because $\theta'$ and $\sin\theta$ vanish in the domains:

$$A\theta'^2=(K+K_p\sin^2\phi)\sin^2\theta .$$

As $\theta$ increases with $x$, the positive root applies and $\theta'=\sin\theta/\Delta(\phi)$. The profile assumed before is now a result.

In (1), $\dot\theta=-v\theta'$ and $E_\phi=K_p\sin^2\theta\sin2\phi$. Therefore

$$-v\frac{\sin^2\theta}{\Delta(\phi)}=-\frac{K_p}{S}\sin^2\theta\sin2\phi\quad\Rightarrow\quad v=\frac{K_p\Delta(\phi)}{S}\sin2\phi.\qquad(8)$$

The factor $\sin^2\theta$ cancels at every $x$, so (8) solves the full one-dimensional equation for any $\phi$.

Let $s=\sin\phi$. For small $s$, (8) gives $v^2=4\Delta_0^2K_p^2s^2/S^2+O(s^4)$, and the energy is $\sigma=\sigma_0+2\Delta_0K_ps^2+O(s^4)$. Eliminating $s^2$,

$$\sigma-\sigma_0=2\Delta_0K_p\,\frac{S^2v^2}{4\Delta_0^2K_p^2}=\frac12\,\frac{S^2}{\Delta_0K_p}\,v^2+O(v^4).$$

This is $\tfrac12m_Dv^2$ with the mass of (6). It is also an inertia: if a weak force carries the wall slowly through this family of solutions, the work rate $Fv$ equals $d\sigma/dt=m_Dv\dot v$, so $F=m_D\dot v$.

**Where the quadratic law ends.** From (8), $v^2$ is proportional to $s^2(1-s^2)/(1+\kappa s^2)$. Its derivative with respect to $s^2$ vanishes when $1-2s^2-\kappa s^4=0$, that is, when $s^2=1/(1+\sqrt{1+\kappa})$. Inserting this gives the greatest speed in the family,

$$v_{\max}=\frac{\Delta_0\omega_p}{1+\sqrt{1+\kappa}} .$$

Beyond this tilt, more momentum means less speed, and a constant mass has no meaning. Before it, (8) gives

$$\frac{p}{m_Dv}=\frac{2\phi}{\sin2\phi}\sqrt{1+\kappa\sin^2\phi}=1+\left(\frac23+\frac\kappa2\right)\phi^2+\dots\qquad(9)$$

## What each derivation assumes

The first derivation assumes a shape for the wall and keeps its position and tilt as variables. In return it admits forces and damping, and it identifies the momentum. The second assumes no shape and holds at finite tilt, but it describes free, undamped, steady motion, and needs a slow force to turn an energy into an inertia. Both assume a uniform tilt, a straight wall and $K_p>0$.

Direct numerical integration of the equation for $\mathbf m(x,t)$, on a grid of spacing $0.2\Delta_0$, tests both. In units with $A=K=M_s=\gamma=1$ the mass is $1/\kappa$. For $\kappa=0.1$ and a tilt of 0.05 the simulated ratio $p/v$ is 10.07, against 10.00. Equation (9) accounts for 0.2% of the 0.7% difference. The rest comes from the grid: at half the spacing the ratio is 10.03, against 10.02 from (9). At a tilt of 0.4, the simulated ratio (9) is 1.129, against 1.124. In a damped run with $\kappa=\alpha=0.2$ and a field of 0.0015 applied for a time 30, the wall stands at 0.140 when the field ends, against 0.141 from (7). It finally stops at 0.224, against 0.225 from the pulse rule.

## A track a few nanometres thick

Take $M_s=660$ kA/m, $A=10$ pJ/m, $K=400$ kJ/m³ and $\alpha=0.03$, rough values for a Co/Ni multilayer, in a track 3 nm thick and 100 nm wide. Then $\Delta_0=5.0$ nm and $\sigma_0=8.0$ mJ/m².

The anisotropy $K_p$ comes from magnetic charges. A Néel wall ($\phi=90°$) has charges in its volume, a Bloch wall has them on the track edges. Divided by $\tfrac12\mu_0M_s^2$ and by the effective wall volume $2\Delta_0wt$, with $w$ the width and $t$ the thickness, their Coulomb energies are 0.1063 and 0.0314. The difference is 0.0749, and a Fourier evaluation gives the same value. With $\tfrac12\mu_0M_s^2=274$ kJ/m³, $K_p=20.5$ kJ/m³ and $\kappa=0.051$.

With the free-electron value of $\gamma$ (the mass scales as $1/\gamma^2$, so a larger $g$ factor lowers it), the angular momentum density is $S=6.6\times10^5/1.761\times10^{11}=3.75\times10^{-6}$ J s/m³, so

$$m_D=\frac{(3.75\times10^{-6})^2}{(5.0\times10^{-9})(2.05\times10^4)}=1.37\times10^{-7}\ \text{kg/m}^2 .$$

If the tilt is uniform, the whole wall, of area 300 nm², has a mass of $4.1\times10^{-23}$ kg, or $4.5\times10^7$ electron masses.

In a field of 0.3 mT, (5) gives a steady speed $\gamma B\Delta_0/\alpha=8.8$ m/s. With $\omega_p=1.09\times10^{10}$ rad/s, the tilt is $8.8/(5.0\times10^{-9}\times1.09\times10^{10})=0.161$ rad. The relaxation time is about 3 ns and the coasting distance is $5.0\times0.161/0.03=27$ nm. At this tilt, which comes from the linear relation (6), the full $\sigma(\phi)$ gives an energy excess of 5.26 µJ/m², and its quadratic term, equal to $\tfrac12m_Dv^2$, gives 5.31 µJ/m².

Equating the speeds in (5) and (8) for steady motion gives $\sin2\phi=B/B_W$ with the Walker field $B_W=\alpha K_p/M_s=0.93$ mT, above which this steady motion does not exist. At 0.3 mT it gives a tilt of 0.164 rad, slightly above the linear value, and the correction (9) to the mass is about 2%. The speed limit $v_{\max}$ is $54.7/2.03=27$ m/s.

## How far a real track departs from this

**Stray field.** The nonlocal part of the out-of-plane stray field narrows the wall by 5.4%, to first order, in a film of infinite width. At fixed $K_p$ a narrower wall would be heavier, but $K_p$ rises by about 8% as the wall narrows, and the mass falls by 2.3%. In the 100 nm track the edges add to the effect: the wall narrows by about 6%, or about 7% if the Bloch edge charges are counted too, $K_p$ rises by 9 to 11%, and the mass falls by 2.4 to 2.9%.

**Tilt across the width.** The Bloch charges sit on the track edges and favour tilting mainly there, so a moving wall tilts more at the edges than in the middle. If the tilt may vary across the width while the wall stays straight, the linear theory gives a mass about 24% above the uniform-tilt value. At 8.8 m/s the tilt is then 0.14 rad at the centre and 0.31 rad at the edges. Its mean is 0.20 rad, and the coasting distance grows in proportion, to about 33 nm. The uniform-tilt numbers are therefore estimates for this track.

**Temperature.** For a uniform tilt at 300 K, equipartition gives the whole wall an rms tilt of 0.18 rad and an rms velocity of 10 m/s, both slightly larger than the driven values. The 8.8 m/s is therefore a mean drift and not the velocity at a given instant. The tilt can also vary along the wall, over a length $\sqrt{A/K_p}=22$ nm, well below the track width. Including these modes raises the local rms tilt to 0.31 rad if $K_p$ is the same everywhere, and to about 0.36 rad, averaged over the width, if the edge charges act where they sit. These fluctuations also make the wall heavier. If they are Gaussian with variance $\delta^2$ about a mean tilt, they reduce the mean of $\sin2\phi$ in (8) by the factor $e^{-2\delta^2}$. For $\delta=0.31$ this factor is 0.83, so at fixed wall width a given mean speed needs a mean tilt, and hence a momentum, about 20% larger. This uses the harmonic $\delta$ and is an underestimate: with the full $\sin^2\phi$ well and the same uniform $K_p$, the thermal average gives $\delta\approx0.33$ and about 25% at small speed, and close to 30% at 8.8 m/s.

**Pinning.** The model assumes a uniform track, and small variations of $K$ already matter. If $K$ rises by $\delta K$ at $x=0$, the wall energy rises by $\delta K\int_0^\infty\mathrm{sech}^2[(x-q)/\Delta_0]\,dx$. Its slope is $\delta K\,\mathrm{sech}^2(q/\Delta_0)$, at most $\delta K$. Without inertia or thermal help, the field must exceed $\delta K/(2M_s)$, which is 3.0 mT for a 1% step: ten times the drive and above the Walker field. The full rise, $2\Delta_0\delta K=40$ µJ/m², also far exceeds the kinetic energy of 5.3 µJ/m². Over 300 nm², however, it is $1.2\times10^{-20}$ J, about three times $k_BT$, so thermal motion can carry the wall across. Without thermal motion, the 27 nm of coasting requires a track uniform to much better than 0.1% in $K$, since a step of that size already costs 4 µJ/m², most of the kinetic energy. At 300 K the same step costs the whole wall only about $0.3\,k_BT$, but the wall also diffuses: in the uniform-tilt model its position spreads by about 65 nm (rms) within 10 ns. The coasting distance is then a mean over many runs, not the path of a single wall.

**Asymmetric interfaces.** An interfacial Dzyaloshinskii-Moriya interaction of strength $D>0$ adds $-\pi Dn$ to $\sigma$, where $n$ is the component of the wall-centre magnetization along the favoured direction of $x$. At fixed width, $2\Delta_0K_pn^2-\pi Dn$ is least at $n=D/D_N$, with $D_N=4\Delta_0K_p/\pi=0.13$ mJ/m². For $D>D_N$ the wall at rest is a Néel wall. Let $\psi$ be the tilt away from it, so that $n=\cos\psi$. The energy then rises by $\tfrac12(\pi D-4\Delta_0K_p)\psi^2$. For a uniform $\psi$, which is an approximation here, the momentum is $2S\psi$ up to sign, so the mass is

$$m=\frac{4S^2}{\pi D-4\Delta_0K_p}=\frac{m_D}{D/D_N-1}.$$

For $D=1$ mJ/m², a rough value for a strongly asymmetric stack with a heavy metal, this is about $0.15\,m_D$. It is a slight underestimate. The interaction opposes the tilt most strongly at the centre of the wall, so the flanks tilt more. Exchange keeps the difference small where most of the momentum sits: if $\psi$ may vary along $x$, the linear theory gives $0.152\,m_D$, against $0.150\,m_D$ for a uniform $\psi$. Equation (6) therefore applies to a symmetric stack. For a Néel wall in a strongly asymmetric one, replacing $4\Delta_0K_p$ by the curvature $\pi D-4\Delta_0K_p$ gives a good estimate of the mass, as long as the wall stays straight and exchange keeps the tilt nearly uniform.

The numerical output below lists most of the values used here.

## Calculated quantities

```
TESTS IN REDUCED UNITS (A = K = Ms = gamma = 1)
energy curvature, kappa=0.2: relaxed 0.3996, formula 0.4000
mass, kappa=0.1, tilt 0.05: simulated 10.069, formula 10.000
mass ratio at tilt 0.4: simulated 1.1294, formula 1.1236
acceleration: simulated 3.9773e-04, formula 4.0000e-04
damped run (kappa=0.2, alpha=0.2, field=0.0015, on for 30):
  position at switch-off: simulated 0.1399, formula 0.1406
  final position: simulated 0.2237, formula 0.2250
EXAMPLE: INPUTS (rough values, Co/Ni multilayer track)
Ms = 660 kA/m, A = 10 pJ/m, K = 400 kJ/m^3
alpha = 0.03, thickness = 3 nm, width = 100 nm
temperature = 300 K, drive field = 0.3 mT
gamma = 1.7609e+11 rad/(s T)
EXAMPLE: RESULTS
wall width parameter Delta = 5.00 nm
wall energy at rest = 8.00 mJ/m^2
charge factors: Neel 0.1063, Bloch edges 0.0314
factor difference: Coulomb 0.0749, Fourier 0.0749
K_p = 20.51 kJ/m^3, kappa = 0.0513
Doering mass per area = 1.370e-07 kg/m^2
mass of the whole wall = 4.111e-23 kg = 4.51e+07 m_e
omega_p = 1.094e+10 rad/s
relaxation time = 3.05 ns
steady speed = 8.80 m/s
steady tilt (linear) = 0.1609 rad = 9.22 deg
steady tilt (from sin 2phi) = 0.1639 rad
momentum per area = 1.206e-06 kg/(m s)
energy excess: full 5.263, m v^2/2 5.311 uJ/m^2
coasting distance = 26.8 nm
EXAMPLE: WHAT IS NEGLECTED
Walker field (fixed Delta) = 0.93 mT
finite-tilt mass correction = 1.81 %
stray-field change of Delta (first order) = -5.4 %
resulting change of mass = -2.3 %
thermal tilt of whole wall: harmonic 0.183, full 0.191 rad
thermal velocity of whole wall = 10.0 m/s
bending length of tilt = 22.1 nm
local thermal tilt with bending = 0.305 rad
field to pass a 1% step of K = 3.03 mT
largest step of K passed at the drive field = 0.099 %
D for a full Neel wall = 0.131 mJ/m^2
```
